# Why a rhombohedral ferroelectric becomes monoclinic on a square substrate

## The symmetry to impose on a film calculation

Before relaxing a model of a coherent ferroelectric film, one must decide which symmetry to impose. Suppose the free crystal is rhombohedral, with polarization $\mathbf P$ along $[111]$, and the substrate presents a square (001) net. Keeping the threefold axis leaves only the length of $\mathbf P$ to be found. Keeping only a mirror leaves two components, $\mathbf P=(p,p,q)$, and lets the polarization turn. Dropping all symmetry leaves three components and a larger search. The right choice follows from the operations that preserve both the net and the polarization.

The film is taken as one uniform domain between short-circuited electrodes, with its cube axes along those of the substrate. "Coherent" means that the substrate fixes all in-plane strains, while the top surface is free of stress.

## Contribution 1: the shared operations

An operation that maps the square net onto itself keeps the film plane, so it sends $z$ to $+z$ or $-z$. Within the plane it is one of the eight operations of a square: $x$ and $y$ may be exchanged, and each may change sign. That makes $2\times8=16$ operations. The substrate lies on one side only, which removes those with $z\to-z$ and leaves 8.

Now require that $(1,1,1)$ be unchanged. No component may change sign, so the only remaining freedom is the exchange of $x$ and $y$:

$$\{E,\;m\},\qquad m:(x,y,z)\to(y,x,z).$$

Here $m$ is the mirror $(1\bar10)$. The result is the same with 16 or 8 operations. The free crystal allowed all six permutations of $x,y,z$, which form the group $3m$. The square net removes the two threefold rotations and two of the three mirrors, because each of these mixes $z$ with an in-plane axis. The remaining point group, $m$, is monoclinic.

The count depends on the direction of $\mathbf P$. Of the 16 operations, 8 are shared for $[001]$, 4 for $[110]$, 2 for $[111]$ or $[112]$, and 1 for $[123]$. Turning from $[111]$ to $[112]$ therefore costs no symmetry.

## Contribution 2: what the lost axis had been doing

The list of shared operations does not yet show that the polarization turns. For that we need the force $\mathbf F=-\partial E/\partial\mathbf P$, where $E$ is the energy of the clamped film.

If $R$ is an operation of the film problem, then $E(R\mathbf P)=E(\mathbf P)$. Differentiating gives $\mathbf F(R\mathbf P)=R\,\mathbf F(\mathbf P)$. When $R$ also leaves $\mathbf P$ unchanged, this becomes

$$\mathbf F(\mathbf P)=R\,\mathbf F(\mathbf P).$$

The force must itself be unchanged by every shared operation. In the free crystal these are all the permutations, so $\mathbf F=(f,f,f)$, which is parallel to $\mathbf P$. The force can change the length of $\mathbf P$ but cannot turn it. In the film only $x\leftrightarrow y$ remains, so $\mathbf F=(f_1,f_1,f_3)$. This has two independent components, one along $\mathbf P$ and one that turns it within the mirror plane.

This is why the polarization generally turns. If $\mathbf P$ is held along $[111]$, its length is the only unknown, but two force components must vanish. Both can vanish only if some other parameter, such as the misfit, is tuned. With $\mathbf P=(p,p,q)$ there are two unknowns for two equations. The mirror also forbids a first-order force out of its own plane. Whether the film is stable against leaving that plane is a question of curvature, taken up below.

## Contribution 3: the clamped strains

To weigh the effects we need an energy. The algebra is in atomic units; numbers are in eV and angstrom, with polarization in µC/cm². Let $\mathbf n=\mathbf P/P_s$, where $P_s$ is the free crystal's polarization. Strains are measured from a cubic cell of edge $a_0$ and volume $V=a_0^3$, and $e_4,e_5,e_6$ are engineering shears for $yz,xz,xy$. A polarization $\mathbf n$ favours the strains

$$e^0_{ii}=g_{11}n_i^2+g_{12}(n_j^2+n_k^2),\qquad e^0_{ij}=g_{44}n_in_j .$$

For $\mathbf n$ along $[111]$ with unit length, the three normal strains equal $(g_{11}+2g_{12})/3$ and the three shears equal $g_{44}/3$. The net instead imposes

$$e_1=e_2=e_m,\qquad e_6=0 .$$

A rhombohedral cell needs three equal shears, and one of them is now zero. Even a substrate with exactly the right edge length fails to fit, because the face of the free cell is a rhombus and the net is square.

Write $A=n_x^2=n_y^2$ and $B=n_z^2$. Let $d_i=e_i-e_i^0$ be the departure from the favoured strain. The elastic energy density is

$$w=\tfrac12c_{11}(d_1^2+d_2^2+d_3^2)+c_{12}(d_1d_2+d_2d_3+d_3d_1)+\tfrac12c_{44}(d_4^2+d_5^2+d_6^2).$$

The clamped departures are

$$d_1=d_2=u=e_m-(g_{11}+g_{12})A-g_{12}B,\qquad d_6=-g_{44}A .$$

The other three adjust freely. The shears reach $d_4=d_5=0$. Setting $\partial w/\partial d_3=c_{11}d_3+2c_{12}u=0$ gives $d_3=-2c_{12}u/c_{11}$. The normal-strain terms then sum to

$$(c_{11}+c_{12})u^2+\frac{2c_{12}^2}{c_{11}}u^2-\frac{4c_{12}^2}{c_{11}}u^2=Yu^2,\qquad Y=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}},$$

and the elastic energy per cell is

$$E_{\rm el}=V\left[Yu^2+\tfrac12c_{44}g_{44}^2A^2\right].$$

The first term is the cost of the wrong edge length, the second that of the forbidden in-plane shear.

## Weighing the two torques at $[111]$

Let $\theta$ be the angle of $\mathbf P$ from the film normal, and hold $|\mathbf n|=1$ for the moment. Then $A=\tfrac12\sin^2\theta$ and $B=\cos^2\theta$, so

$$\frac{dA}{d\theta}=\sin\theta\cos\theta,\qquad \frac{dB}{d\theta}=-2\sin\theta\cos\theta,\qquad \frac{du}{d\theta}=-(g_{11}-g_{12})\sin\theta\cos\theta .$$

At $[111]$, $A=1/3$ and $\sin\theta\cos\theta=\sqrt2/3$. The energy of the free crystal contributes no torque there, by the threefold axis. Hence

$$\frac{dE}{d\theta}=\frac{\sqrt2}{3}V\left[-2Y(g_{11}-g_{12})u_0+\tfrac13c_{44}g_{44}^2\right],\qquad u_0=e_m-\frac{g_{11}+2g_{12}}3 .$$

A positive value drives $\theta$ down, towards the normal. Compression ($u_0<0$) with $g_{11}>g_{12}$ does this because a polarization component lengthens its own cube axis relative to the other two, and the normal is the axis left free. The shear term always has the same sign: turning towards the normal lowers $n_xn_y$, and with it the shear that the net forbids.

The example uses round parameters: free edge 3.96 Å, substrate edge 3.91 Å, $P_s=90$ µC/cm², $g_{11}=0.026$, $g_{12}=-0.011$, $g_{44}=0.027$, and $c_{11},c_{12},c_{44}=1.9,\,1.0,\,0.45$ eV/Å³. These give $V=61.85$ Å³, $Y=1.847$ eV/Å³ and $e_m=-1.131$ %. The free cell's normal strain is 0.133 %, so $u_0=-1.264$ %. In eV per radian and cell,

$$\frac{dE}{d\theta}=0.4714\times61.85\,[\,0.001728+0.000109\,]=0.0504+0.0032=0.0536 .$$

The edge mismatch outweighs the shear clamp by about 16 to 1. With matched edges, $u_0=0$, the 0.0032 remains.

A control separates the effect of clamping from that of the lost axis. Take the same crystal, with the same in-plane strain $e_m$, on a (111) net with $\mathbf P$ along the film normal. All six operations are then shared. The computed sideways force at $[111]$ is $6\times10^{-14}$ eV, which is zero to rounding, against 0.0536 eV for the (001) film. Clamping that keeps the threefold axis exerts no turning force on the $[111]$ state; such a force appears only when that axis is broken. This does not make $[111]$ the lowest state on every (111) net: under tension, a polarization near another cube diagonal can have lower energy.

## Contribution 4: the resistance of the crystal

How far $\mathbf P$ turns depends on the energy that favours $[111]$. A fourth-order Landau form is

$$E_L=U\left[(N-1)^2-1\right]+K\left[2A^2+B^2-\tfrac13N^2\right],\qquad N=2A+B .$$

Here $N=|\mathbf n|^2$, $U$ is the depth of the well and $K>0$ the anisotropy, whose bracket vanishes along $[111]$. With both $p$ and $q$ nonzero, the film state satisfies $\partial(E_L+E_{\rm el})/\partial A=0$ and the same for $B$:

$$4U(N-1)+\tfrac43K(A-B)-2VY(g_{11}+g_{12})u+Vc_{44}g_{44}^2A=0,$$

$$2U(N-1)-\tfrac43K(A-B)-2VYg_{12}u=0 .$$

Both are linear in $A$ and $B$, since $N$ and $u$ are. Subtracting twice the second from the first removes $U$:

$$B-A=\frac{V}{4K}\left[-2Y(g_{11}-g_{12})u+c_{44}g_{44}^2A\right].$$

This is the balance of torques. The strains push, $K$ resists, and $B=A$ would be the $[111]$ direction.

With $U=0.06$ and $K=0.14$ eV per cell, the solution is $A=0.2634$, $B=0.4317$. Then $u=-1.05$ %, smaller in size than $u_0$ because turning relieves part of the misfit. The right-hand side is

$$\frac{61.85}{0.56}\,[\,0.001437+0.000086\,]=0.168,$$

which agrees with $B-A$. The angle follows from

$$\tan\theta=\sqrt{2A/B}=1.105,\qquad \theta=47.8^\circ,$$

against $54.7^\circ$ in the free crystal. The polarization is 46 µC/cm² along each in-plane axis and 59 µC/cm² along the normal. Turning gains 0.0032 eV per cell relative to the best state held along $[111]$, about 5 % of $U$.

A minimization over all three components of $\mathbf P$, with the mirror not imposed, reached the same state as its lowest. It found eight copies, one in each octant, as expected from $16/2=8$, because this energy does not sense which side the substrate is on. An energy that did would leave $8/2=4$ equivalent states. The curvature against leaving the mirror plane is $+0.36$ eV per cell in reduced polarization, so the film is stable in that direction.

## Reading the cell

The normal strain has two parts:

$$e_3=(g_{11}B+2g_{12}A)-\frac{2c_{12}}{c_{11}}u=0.0054+0.0111=0.0165 .$$

About two thirds is the elastic response to in-plane compression; the rest comes from the polarization. The cell height is 4.02 Å, or 1.028 times the in-plane edge.

The free shears are $e_4=e_5=g_{44}\sqrt{AB}=0.91$ %, while $e_6=0$. With the film plane kept flat, the third axis leans towards $[110]$ by $\arctan(\sqrt2\times0.0091/1.0165)=0.73^\circ$. This lean distinguishes the monoclinic cell from a tetragonal one. It also makes the angle of $\mathbf P$ uncertain by about half the lean, $0.37^\circ$: the angles quoted here refer to the unrotated strain frame, and rotating the sheared axes to keep the plane flat raises $47.8^\circ$ to $48.2^\circ$.

As a test of the geometry itself, the symmetry of the relaxed cells was counted from their edge lengths and angles. The free lattice has 12 operations, of which 6 keep $\mathbf P$. The film lattice has 4, of which 2 keep $\mathbf P$.

## The exceptions

**The accidental misfit.** The torque at $[111]$ vanishes for $|\mathbf n|=1$ when $u_0=c_{44}g_{44}^2/[6Y(g_{11}-g_{12})]=0.08$ %. Letting the length of $\mathbf P$ relax puts the crossing at a misfit of 0.076 %, where misfit means $a_{\rm sub}/a_{\rm bulk}-1$. There $p=q$, yet the cell still has only 4 operations, 2 with $\mathbf P$, because $e_6=0$ while $e_4=e_5\neq0$. The polarization points along $[111]$ in a cell that is not rhombohedral. The value 0.076 % refers to the unrotated strain frame and depends on what is called $[111]$: the crossing lies at 0.007 % if the angle is measured from the normal of the flat film, and at 0.060 % if $\mathbf P$ is to lie along the body diagonal of the cell.

**Large misfit.** The computed angle is $44.0^\circ$, $49.2^\circ$, $54.3^\circ$, $59.6^\circ$ and $65.3^\circ$ at misfits of $-2$, $-1$, 0, $+1$ and $+2$ %. Continuing in each direction, $A$ reaches zero at $-6.7$ % and $B$ at $+4.3$ %. Beyond these edges $\mathbf P$ lies along $[001]$ (tetragonal) or $[110]$ (orthorhombic). Linear elasticity and a fourth-order energy are not quantitative at such strains, so the edges show only that the monoclinic range is finite. The orthorhombic label also assumes that the film interior does not sense which side the substrate is on. If it does, the operations with $z\to-z$ are lost and $[110]$ too retains only $\{E,m\}$. The polarization then generally acquires a component along the normal, and the film is monoclinic.

**Another net.** If the substrate cell is rectangular, with unequal edges along $[100]$ and $[010]$, then $x\leftrightarrow y$ is lost. Only the identity is shared with $[111]$, and the film is generally triclinic.

## The real case and what the model omits

The parameters are rough typical values for bismuth ferrite on strontium titanate; they are not a calculation of that material. Such films are known to be monoclinic, in line with the symmetry argument, but the angle of $47.8^\circ$, the cell height and the lean belong to the model. Bismuth ferrite also has antiphase oxygen tilts. For a tilt axis in the mirror plane, the mirror reverses the tilts and a shift by one cell restores them, so both shared operations survive. The energy coupling of tilts to polarization is omitted. At roughly 4 to 5 % compression the material adopts a strongly elongated structure that this energy does not contain.

Coherence is itself an assumption that can fail. A dislocation becomes favourable when the film stress, taken here as roughly $Y|m|$ at misfit $m$, acting over thickness $h$, balances the line tension. With the isotropic estimate for an edge dislocation, Burgers length $b=3.91$ Å and $\nu=c_{12}/(c_{11}+c_{12})$,

$$Y|m|\,b\,h=\frac{c_{44}b^2}{4\pi(1-\nu)}\left(\ln\frac hb+1\right),$$

which gives $h\approx2.7$ nm. Using the smaller stress $Y|u|$ of the relaxed film raises this to about 3.5 nm. A coherent 20 nm film is therefore metastable in this estimate and depends on dislocations forming slowly.

Electrodes also screen imperfectly. Let each have an effective screening length $\lambda$, and let the film have thickness $d$. Zero total voltage requires $E_f d+2E_\ell\lambda=0$, and continuity of displacement requires $E_\ell=E_f+4\pi P_z$. For $\lambda\ll d$ these give $E_f=-8\pi\lambda P_z/d$. With $\lambda=0.1$ Å and $d=20$ nm the field is 0.63 MV/cm. It opposes $P_z$ but respects the mirror. Its energy, $\tfrac12|E_f|P_zV\approx0.007$ eV per cell, can be lowered by splitting into domains with $P_z$ up and down. The states $\mathbf P$ and $-\mathbf P$ have the same strain and keep the gain from turning, so whether a real film splits depends on the wall energy, which this model does not contain. The angle given below for imperfect screening assumes that it stays a single domain.

Changing one setting at a time gives:

| Change | $\theta$ |
|---|---|
| none | $47.8^\circ$ |
| imperfect screening | $49.8^\circ$ |
| half the misfit relieved | $51.1^\circ$ |
| $K$ halved | $43.1^\circ$ |
| $K$ doubled | $50.9^\circ$ |

Of these changes, halving $K$ moves the angle most. Thermal motion also spreads the angle: by equipartition, a block of 1000 cells turning together has an rms spread of $0.4^\circ$ at 300 K. The spread varies as the inverse square root of the number of cells, so it is small only for large blocks.

A film may also split into fine domains $(p,p,q)$ and $(p,-p,q)$, whose in-plane shears have opposite signs and average to zero. With the polarization in each domain held at its film value, the split can then recover at most the clamped shear energy, $\tfrac12Vc_{44}g_{44}^2A^2=0.0007$ eV per cell, less the cost of the walls. In this example the normal strains still differ in and out of the plane, so the threefold axis does not return. With matched edges and the in-plane shear fully relieved, each domain would be rhombohedral again.

For a uniform coherent film on a square net, the relaxation should therefore impose the mirror $(1\bar10)$ and leave $p$, $q$, $e_3$ and $e_4=e_5$ free. If the crystal has antiphase tilts about an axis in the mirror plane, the operation to impose is the mirror combined with a shift by one cell along a cube axis; the mirror alone would suppress the tilts. A separate trial with the mirror released is needed where other distortions could break it. The full set of values is in the numerical output below.

## Computed values

```
Operations of square net: 16  with substrate below: 8
  shared with P along [0, 0, 1] : 8
  shared with P along [1, 1, 0] : 4
  shared with P along [1, 0, 0] : 4
  shared with P along [1, 1, 1] : 2
  shared with P along [1, 1, 2] : 2
  shared with P along [1, 0, 2] : 2
  shared with P along [1, 2, 3] : 1
P [111] on rectangular net: 1  on (111) net: 6
Allowed force components: bulk 1, film 2
Shared operations with antiphase tilts: 2
Cell operations (lattice, lattice+P): bulk (12, 6) film (4, 2)
Equivalent polarization states of the film: 8
Inputs: a_bulk 3.96 A, a_sub 3.91 A, Ps 90 uC/cm2
Inputs: U 0.06 eV/cell, K 0.14 eV/cell
Inputs: g11 0.026, g12 -0.011, g44 0.027
Inputs: c11 1.9, c12 1.0, c44 0.45 eV/A^3
Reference edge a0 3.9547 A, cell volume V 61.85 A^3
Biaxial modulus Y 1.8474 eV/A^3
Misfit m -1.263 %, strain e_m -1.131 %
Free-cell normal strain 0.133 %, shear 0.900 %
Torque at [111], this film: 0.0536 eV/rad per cell
Torque at [111], matched edges: 0.00319 eV/rad per cell
Sideways force at [111]: (001) film 0.0536, (111) film 5.7e-14 eV
A 0.2634, B 0.4317 (reduced)
P in plane, each axis 46.2, normal 59.1 uC/cm2
P magnitude 88.1 uC/cm2
Angle from normal: bulk 54.74, film 47.85 deg
Energy gained by turning 0.00316 eV/cell
Film cell height 4.0200 A, height/edge 1.0281
Film shears yz, xz, xy: 0.910, 0.910, 0.000 %
Lean of c axis toward [110] 0.726 deg
  misfit -2.0 %: angle 44.00 deg
  misfit -1.0 %: angle 49.20 deg
  misfit +0.0 %: angle 54.34 deg
  misfit +1.0 %: angle 59.60 deg
  misfit +2.0 %: angle 65.25 deg
Accidental p=q at misfit 0.076 %, cell operations (4, 2)
Model edges: tetragonal below -6.74 %, orthorhombic above 4.30 %
Curvature against leaving the mirror 0.365 eV/cell (reduced P)
Screening length 0.1 A, film thickness 20 nm
Depolarizing field 0.63 MV/cm, angle with it 49.76 deg
Equilibrium dislocation thickness 2.7 nm (rough)
Angle if half the misfit is relieved 51.09 deg
Angle with K halved 43.10, doubled 50.92 deg
Clamped in-plane shear energy 0.00070 eV/cell
Axis ambiguity from shear 0.36 deg
Thermal angle spread, 1000 cells, 300 K: 0.44 deg
```
